# Exponentiation and Cancellation of Vacuum Bubbles, Verified on an Anharmonic Oscillator

## 1. What units and time translation fix

Consider one oscillator with a quartic perturbation,
\[
H=H_0+\lambda x^4,\qquad H_0=\frac{p^2}{2m}+\frac{m\omega^2x^2}{2},\qquad \lambda>0 .
\]
The natural length squared is \(\hbar/(m\omega)\) and the natural energy is \(\hbar\omega\), so the coupling enters through \(\lambda\hbar/(m^2\omega^3)\). The ground-state energy is \(\hbar\omega\) times a function of this number. From now on \(\hbar=m=\omega=1\).

Let the perturbation act during a time window of length \(T\). A connected diagram without external points depends only on time differences. Integrating over its overall position gives a factor \(T\), up to corrections from the window's edges. Two unlinked diagrams have two free positions and give \(T^2\). An amplitude that behaves as \(e^{-(\text{energy shift})\times T}\) contains all these powers, so its logarithm should contain the connected diagrams alone. We now prove this and show that the same factor cancels from correlation functions.

## 2. The Gell-Mann–Low ratio

Let \(|0\rangle\) be the ground state of \(H_0\), with energy \(E_0=1/2\), and \(|\Omega\rangle\) that of \(H\), with energy \(E\). Take time along a straight line in the complex plane, \(t=-izs\), with \(s\) real. Then \(e^{-iHt}=e^{-zHs}\). The choice \(z=1\) is Euclidean time, \(z=i\) is real time, and \(z=i+\epsilon\) is real time with damping. Define
\[
x_I(s)=e^{zH_0s}xe^{-zH_0s},\qquad
U(s,s')=e^{zH_0s}e^{-zH(s-s')}e^{-zH_0s'} .
\]
Differentiation gives
\[
\partial_sU=e^{zH_0s}\,z(H_0-H)\,e^{-zH(s-s')}e^{-zH_0s'}=-z\lambda x_I(s)^4\,U .
\]
Iterating from \(U(s',s')=1\) produces the Dyson series, the ordered exponential of \(-z\lambda\int x_I^4\,ds\). With \(\mathcal T\) placing larger \(s\) to the left, define
\[
Z=\langle0|\mathcal T e^{-z\lambda\int_{-T/2}^{T/2}x_I^4ds}|0\rangle,\quad
N=\langle0|\mathcal T x_I(s_1)x_I(s_2)e^{-z\lambda\int_{-T/2}^{T/2} x_I^4ds}|0\rangle .
\]
For \(s_1\ge s_2\), the definition of \(U\) turns these into
\[
Z=e^{zE_0T}\langle0|e^{-zHT}|0\rangle,
\]
\[
N=e^{zE_0T}\langle0|e^{-zH(T/2-s_1)}x\,e^{-zH(s_1-s_2)}x\,e^{-zH(s_2+T/2)}|0\rangle .
\]
Insert eigenstates of \(H\) in the long evolutions. If \(\mathrm{Re}\,z>0\), excited states are suppressed relative to \(|\Omega\rangle\) by \(e^{-\mathrm{Re}z\,(E_n-E)s}\), where \(s\) is the length of the evolution. Therefore
\[
Z\to|\langle0|\Omega\rangle|^2e^{-zT(E-E_0)},
\]
and \(N\) tends to the same factor times a correlator:
\[
\frac NZ\to\langle\Omega|x\,e^{-z(H-E)(s_1-s_2)}x|\Omega\rangle .
\]
This is the Gell-Mann–Low formula. The argument used a nonzero overlap and a gap above \(E\), which makes the approach exponential in \(T\). Both hold here: the spectrum is discrete, and both ground-state wave functions can be chosen positive. Real time is reached by letting \(z\to i\) after \(T\to\infty\).

## 3. Wick's theorem for this vacuum

Write \(x_I(s)=(ae^{-zs}+a^\dagger e^{zs})/\sqrt2\). In an ordered product, let \(x_I(s_1)\) stand furthest left. Its \(a^\dagger\) part vanishes on \(\langle0|\). Move its \(a\) part to the right, where it annihilates \(|0\rangle\). On the way it leaves a commutator with each other factor,
\[
\Big[\tfrac{ae^{-zs_1}}{\sqrt2},x_I(s_j)\Big]=\tfrac12e^{-z(s_1-s_j)}\equiv D(s_1-s_j),\qquad D(s)=\tfrac12e^{-z|s|} .
\]
What remains is a sum over partners \(j\), each multiplied by the expectation value of the other factors. Repeating this gives the sum over all complete pairings, with one factor \(D\) per pair. Since \(x^4\) is not normal ordered, legs of the same vertex may be paired, with \(D(0)=1/2\).

At order \(n\) there are \(n\) labelled vertices with four legs each, integrated over the window, and a prefactor \((-z\lambda)^n/n!\). Set \(g=-z\lambda\).

## 4. Cancellation between numerator and denominator

Call a vertex *attached* if a path of lines links it to an external point. Define four integrated sums over pairings with labelled vertices, without the prefactor:

- \(\nu_n\): all pairings with the external points present;
- \(a_n\): those in which all \(n\) vertices are attached;
- \(v_n\): all vacuum pairings, without external points;
- \(c_n\): connected vacuum pairings.

In any pairing contributing to \(\nu_n\), the attached vertices form a definite subset of some size \(k\). No line joins this subset or the external points to the other \(n-k\) vertices; otherwise those would be attached too. The integrand is therefore a product, and so is its integral, because each vertex runs over the full window independently. The subset can be chosen in \(\binom nk\) ways:
\[
\nu_n=\sum_{k=0}^n\binom nk a_kv_{n-k}.
\]
Multiply by \(g^n/n!\) and use \(\binom nk/n!=1/[k!(n-k)!]\):
\[
N=\sum_n\frac{g^n}{n!}\nu_n=\Big(\sum_k\frac{g^k}{k!}a_k\Big)\Big(\sum_l\frac{g^l}{l!}v_l\Big)=A\,Z .
\]
Thus \(N/Z=A\), the sum of diagrams with every vertex attached. This is an identity of power series in \(\lambda\) at finite \(T\), for any \(z\) and any number of external points.

"Attached" is weaker than "connected". The four-point function \(A\) still contains products of two separate two-point diagrams. The denominator removes only the pieces without external points.

## 5. Exponentiation

For \(n\ge1\), look at the connected component of a vacuum pairing that contains vertex 1. If it has \(k\) vertices, its other members are chosen in \(\binom{n-1}{k-1}\) ways, and the rest form an arbitrary vacuum pairing:
\[
v_n=\sum_{k=1}^n\binom{n-1}{k-1}c_kv_{n-k}.
\]
Multiply by \(g^{n-1}/(n-1)!\) and sum over \(n\). The left side is \(dZ/dg\). On the right the factorials separate, giving
\[
\frac{dZ}{dg}=\Big(\sum_{k\ge1}\frac{g^{k-1}}{(k-1)!}c_k\Big)Z=\frac{dW}{dg}\,Z,\qquad W=\sum_{k\ge1}\frac{g^k}{k!}c_k .
\]
Since \(Z=1\) and \(W=0\) at \(g=0\), the solution is \(Z=e^W\).

## 6. Why the limit may be taken order by order

The \(\lambda\) series does not converge for this oscillator, so exchanging \(T\to\infty\) with the expansion needs an argument.

At order \(k\) with \(r\) external points, the operators can raise the level by at most \(4k+r\) in total and must return to level zero. No level above \((4k+r)/2\) is visited. Hence \(x\) and \(x^4\) may be replaced by sufficiently large finite matrices without changing this coefficient. The finite problem is analytic near \(\lambda=0\). For each fixed \(z\) with \(\mathrm{Re}\,z>0\), the eigenvalue that starts at \(1/2\) remains dominant on a sufficiently small complex disc around \(\lambda=0\), and \(N/Z\) converges uniformly there as \(T\to\infty\). The disc shrinks as \(z\to i\), but the coefficients do not depend on its radius. Cauchy's integral formula then makes each coefficient converge to that of the ground-state correlator of the finite problem.

These coefficients also describe the full oscillator as \(\lambda\to0^+\). Let \(\psi\) and \(\mathcal E\) be the perturbative ground state and energy through order \(k\). Only finitely many levels enter \(\psi\), so \(\|(H-\mathcal E)\psi\|=O(\lambda^{k+1})\). Because \(H\ge H_0\), the second eigenvalue of \(H\) is at least \(3/2\), while \(E\) is near \(1/2\). The excited part of \(\psi\) is therefore \(O(\lambda^{k+1})\), and so is \(E-\mathcal E\). With matching normalization, \(\delta=\Omega-\psi\) and \(H\delta\) are both of this size. From \(x^2/2\le H\) we get \(\|x\delta\|^2\le2\langle\delta|H|\delta\rangle\), so \(x\delta\) is small too. Finally, for \(\mathrm{Re}\,z>0\) the evolution \(e^{-zHs}\) does not increase norms, and its Dyson expansion on the finite combination \(x\psi\) has remainder \(O(\lambda^{k+1})\) at fixed \(s\). The series is thus asymptotic to the true correlator.

## 7. Connected bubbles through second order

Write \(W=\lambda W_1+\lambda^2W_2+\dots\) and \(\beta=zT\). One vertex has three pairings, each equal to \(D(0)^2=1/4\):
\[
W_1=-z\cdot3\cdot\tfrac14\,T=-\tfrac34\beta .
\]
Two vertices have \(7!!=105\) pairings. With no line between them there are \(3\cdot3=9\), which are disconnected. With two lines, choose two legs at each vertex and join them: \(6\cdot6\cdot2=72\). With four lines there are \(4!=24\). Hence
\[
W_2=\frac{z^2}{2}\iint\Big[72D(0)^2D^2+24D^4\Big]ds\,ds'
\]
\[
\phantom{W_2}=\frac{z^2}{2}\iint\Big[\tfrac92e^{-2z|s-s'|}+\tfrac32e^{-4z|s-s'|}\Big]ds\,ds' .
\]
A separation \(u=|s-s'|\) occurs with weight \(2(T-u)\), so
\[
J(q)=\iint e^{-q|s-s'|}ds\,ds'=2\int_0^T(T-u)e^{-qu}du=\frac{2T}{q}-\frac{2(1-e^{-qT})}{q^2}.
\]
This gives \(z^2J(2z)=\beta-\frac12(1-e^{-2\beta})\) and \(z^2J(4z)=\frac\beta2-\frac18(1-e^{-4\beta})\). Their coefficients in \(W_2\) are \(9/4\) and \(3/4\), so
\[
W_2=\tfrac{21}8\beta-\tfrac98(1-e^{-2\beta})-\tfrac3{32}(1-e^{-4\beta}).
\]
For \(\mathrm{Re}\,\beta\to\infty\), compare \(W\) with \(\ln|\langle0|\Omega\rangle|^2-\beta(E-E_0)\):
\[
E=\tfrac12+\tfrac34\lambda-\tfrac{21}8\lambda^2+\dots,\qquad
\ln|\langle0|\Omega\rangle|^2=-\tfrac{39}{32}\lambda^2+\dots
\]
The part of the bubbles linear in \(\beta\) is \(-\beta\) times the energy shift; the constant part is the logarithm of the squared overlap of the two ground states.

In real time, \(\beta=iT\), \(W_1\) is imaginary and
\[
\mathrm{Re}\,W_2=-\tfrac98(1-\cos2T)-\tfrac3{32}(1-\cos4T)\le0 .
\]
Thus \(|Z|^2=1+2\lambda^2\mathrm{Re}\,W_2+\dots\), the probability of remaining in \(|0\rangle\), oscillates instead of settling. Besides small \(\lambda\), this second-order form requires \(9\lambda T\ll1\) in its first term and \(30\lambda T\ll1\) in its second. The reason is that \(\langle n|x^4|n\rangle=(6n^2+6n+3)/4\) shifts the frequencies 2 and 4 by \(9\lambda\) and \(30\lambda\) at first order. The ratio has the same difficulty. For example, the part of its first-order term with the vertex later than \(s_1\) is
\[
-6z\int_{s_1}^{T/2}\tfrac14e^{-z(2s-s_1-s_2)}ds
=-\tfrac34\big[e^{-z(s_1-s_2)}-e^{-z(T-s_1-s_2)}\big].
\]
The factor 6 is derived in the next section. The last term disappears at large \(T\) if \(\mathrm{Re}\,z>0\), but not at \(z=i\).

## 8. The two-point function through second order

Expanding \(N=Ae^W\) displays the cancellation explicitly. With subscripts for powers of \(\lambda\),
\[
N_1=A_1+A_0W_1,\qquad
N_2=A_2+A_1W_1+A_0\big(W_2+\tfrac12W_1^2\big).
\]
Since \(Z_1=W_1\) and \(Z_2=W_2+W_1^2/2\), division by \(Z\) gives
\[
\Big(\frac NZ\Big)_2=N_2-A_1Z_1-A_0Z_2=A_2 .
\]

Now set \(z=1\), \(T\to\infty\), \(\tau=s_1-s_2\ge0\), and write \(G_k\) for the limit of \(A_k\). Let \(F_n(\tau)\) be the function whose Fourier transform is \(1/(k^2+1)^n\). A convolution of propagators becomes a product of transforms. From
\[
\frac{e^{-\mu\tau}}{2\mu}\leftrightarrow\frac1{k^2+\mu^2},
\]
apply \(-\partial/\partial\mu^2=-(2\mu)^{-1}\partial_\mu\) once:
\[
\frac{(1+\mu\tau)e^{-\mu\tau}}{4\mu^3}\leftrightarrow\frac1{(k^2+\mu^2)^2}.
\]
Applying it again gives \(2/(k^2+\mu^2)^3\) on the right. After division by two and setting \(\mu=1\),
\[
F_1=\tfrac12e^{-\tau},\quad F_2=\tfrac14(1+\tau)e^{-\tau},\quad F_3=\tfrac1{16}(3+3\tau+\tau^2)e^{-\tau}.
\]

**First order.** The external points take two legs in \(4\cdot3=12\) ways, and the other two legs give \(D(0)=1/2\). Thus
\[
G_0=F_1,\qquad G_1=-12\cdot\tfrac12F_2=-\tfrac32(1+\tau)e^{-\tau}.
\]

**Second order.** There are \(9!!=945\) pairings. With no attached vertex there are 105. With one there are \(2\cdot12\cdot3=72\). The remaining 768 have both attached and are of three kinds.

*Chain.* The external points go to different vertices: \(2\cdot4\cdot4=32\) ways. Each vertex closes two of its three remaining legs on itself, in \(3\cdot3=9\) ways. These 288 pairings carry \(D(0)^2=1/4\) and the prefactor \(1/2\), giving \(36F_3\).

*Cactus.* Both external points go to one vertex: \(2\cdot12\) ways. Its other two legs go to the second vertex in 12 ways, and that vertex closes its last two legs. These 288 pairings give
\[
\tfrac12\cdot288\cdot\tfrac12\,F_2\int_{-\infty}^\infty\tfrac14e^{-2|u|}du=72\cdot\tfrac14F_2=18F_2 .
\]

*Sunset.* The external points go to different vertices, 32 ways, and three lines join the vertices, \(3!=6\) ways, giving 192. Since \(D^3=e^{-3|u|}/8\) has transform \(\frac34/(k^2+9)\), the contribution has transform
\[
\frac{96\cdot\frac34}{(k^2+1)^2(k^2+9)}=\frac{72}{(k^2+1)^2(k^2+9)} .
\]
With \(q=k^2+1\), use
\[
\frac1{q^2(q+8)}=\frac1{8q^2}-\frac1{64q}+\frac1{64(q+8)} ,
\]
which follows from \(8(q+8)-q(q+8)+q^2=64\). The sunset is therefore
\[
9F_2-\tfrac98\cdot\tfrac12e^{-\tau}+\tfrac98\cdot\tfrac16e^{-3\tau}
=9F_2-\tfrac9{16}e^{-\tau}+\tfrac3{16}e^{-3\tau}.
\]
Adding the three kinds,
\[
G_2=e^{-\tau}\Big(\tfrac{207}{16}+\tfrac{27}2\tau+\tfrac94\tau^2\Big)+\tfrac3{16}e^{-3\tau}.
\]

The powers of \(\tau\) come from expanding a shifted exponential. The term \(-\frac32\tau e^{-\tau}\) in \(G_1\) means that the first excitation energy is \(1+3\lambda\) at first order. Expanding \(\frac12e^{-(1+3\lambda)\tau}\) once more gives \(\frac94\lambda^2\tau^2e^{-\tau}\), as found. A fixed-order expansion therefore also requires \(3\lambda\tau\ll1\). The term \(e^{-3\tau}\) is the first appearance of the third excited state.

**A cross-check.** Restoring \(\omega\) by the scaling of Section 1, with \(\hbar=m=1\), gives
\[
E=\tfrac\omega2+\frac{3\lambda}{4\omega^2}-\frac{21\lambda^2}{8\omega^5}+\dots
\]
The Hellmann–Feynman theorem says \(dE/d\omega=\omega\langle x^2\rangle\). Hence at \(\omega=1\),
\[
\langle x^2\rangle=\tfrac12-\tfrac32\lambda+\tfrac{105}8\lambda^2+\dots
\]
The diagrams at \(\tau=0\) give \(1/2\), \(-3/2\) and \(207/16+3/16=105/8\). The discarded vacuum bubbles and the retained attached diagrams are thus consistent.

## 9. Numbers for \(\lambda=0.01\), \(\tau=1\)

The external points are at \(\pm\tau/2\), and time is Euclidean. The coefficients of \(\lambda^2\) are:

| \(T\) | \(Z_2\) | \(N_2\) | \((N/Z)_2\) |
|---:|---:|---:|---:|
| 3 | 9.190 | 12.758 | 8.752 |
| 6 | 24.656 | 19.907 | 10.422 |
| 12 | 70.781 | 33.514 | 10.562 |
| 24 | 223.781 | 71.591 | 10.563 |

The coefficients \(Z_2\) and \(N_2\) keep growing with \(T\), while the \(\lambda^2\) coefficient of the ratio \(N/Z\) settles. At \(T=24\), \(W_1=-18\) and \(W_2=63-39/32=61.781\), so \(Z_2=61.781+162=223.781\). With \(G_0=0.18394\), \(G_1=-1.10364\) and \(G_2=10.5629\),
\[
N_2\approx10.5629+19.8655+41.1623\approx71.591 .
\]
The last two terms contain bubbles and are removed by the division.

The correlator through second order is
\[
0.18394-0.01104+0.00106=0.17396 .
\]
Diagonalization in 60 oscillator levels gives 0.17384 \(\hbar/(m\omega)\). The series is high by 0.07% of that value; stopping at first order gives 0.17290, low by 0.5%. The diagonalized \(N/Z\) agrees with the ground-state correlator to the printed digits from \(T=24\) on, although \(Z\) falls from 0.840 at \(T=24\) to 0.234 at \(T=200\).

At \(T=200\), \(\lambda W_1=-1.5\) and \(\lambda^2W_2=0.0524\). The two ways of using this information are
\[
e^{-1.5+0.0524}=0.2351,\qquad 1-1.5+0.0524+\tfrac12(1.5)^2=0.6774 .
\]
The diagonalized value is 0.2343. Stopping the expansion of the exponential at second order fails because \(\lambda T\) is not small. The exponentiated result is high by 0.4% of the diagonalized value, mainly because the second-order energy, 0.5072375, is below the diagonalized 0.5072562: the difference times 200 is 0.0037.

The numerical check compares the diagrams with an operator expansion that does not use Wick's theorem. It covers two and four external points through second order, in Euclidean and real time.

## 10. Use in the S-matrix

The two counting arguments used the product form of Wick pairings and the \(1/n!\) of the Dyson series, not the form of \(x^4\). They carry over to field theory with regulated integrals. In QED the interaction contains an even number of fermion fields, so a complete vacuum bubble can be moved past the remaining operators without a sign, and the factorization survives.

The bubbles then multiply every amplitude by the same vacuum factor, which division by \(Z\) removes. Spatial translation symmetry makes \(W\) grow with the volume as well as with time. Its constant part can then drive the vacuum overlap to zero, so the volume is kept finite until the ratio has been formed. Corrections on external particle lines are attached diagrams. They do not cancel here and must be treated separately when scattering amplitudes are extracted.

## Table of computed values

```
Units: hbar = m = omega = 1; lam in m^2 omega^3/hbar
Finite-window tests, T = 5.0 1/omega
 Euclidean: W1 = -3.750000, W2 = 11.906301
  2-point orders 0,1,2 of N/Z: 0.136266, -0.928838, 8.985036
  4-point orders 0,1,2 of N/Z: 0.064069, -0.765402, 10.421480
 real time: W1 = -0.000000-3.750000j, W2 = -2.124448+13.651435j
  2-point orders 0,1,2 of N/Z: 0.133749-0.481779j, -1.906781+2.186017j, 38.974715-30.285212j
  4-point orders 0,1,2 of N/Z: -0.269728+0.159765j, 9.099175+1.382118j, -169.736848-92.010105j
Pairing counts, orders 0-3 (pure numbers)
 vacuum, all: [1, 3, 105, 10395]  connected (orders 1-3): [3, 96, 9504]
 two-point, all: [1, 15, 945, 135135]  attached: [1, 12, 768, 114048]
 order 2 split by attached vertices 0,1,2: [105, 72, 768]
 order 2 vacuum diagrams (vertices 0,1):
  lines between vertices: 0, count 9
  lines between vertices: 2, count 72
  lines between vertices: 4, count 24
Second-order pieces at tau = 1.0 1/omega, T -> infinity
 chain: count 288, value 5.794101
 cactus: count 288, value 3.310915
 sunset: count 192, value 1.457860
 G0 = 0.183940, G1 = -1.103638, G2 = 10.562877 hbar/(m omega)
lam^2 coefficients: T, Z2, N2, (N/Z)2
    3     9.190289    12.758013     8.752399
    6    24.656257    19.906899    10.421994
   12    70.781250    33.514424    10.562278
   24   223.781250    71.590627    10.562877
Residual growth on doubling lam (third order gives 8):
 E, ln overlap, G(0), G(1), G(2.5), <x^2>: 7.963 7.951 7.950 7.949 7.948 7.950
Example: lam = 0.01, tau = 1.0 1/omega; T, N, Z, N/Z
    3 0.17066264 0.97836235 0.17443704
    6 0.16644177 0.95729472 0.17386680
   12 0.15932690 0.91651100 0.17384069
   24 0.14604041 0.84008210 0.17384064
  200 0.04072293 0.23425438 0.17384064
 diagonalization, ground-state G = 0.17384064 hbar/(m omega)
 series through order 0,1,2: 0.18393972 0.17290334 0.17395963
 E: diagonalization 0.50725620, order 2 0.50723750 hbar omega
 |<0|Omega>|^2: 0.99989326, order 2 in exponent 0.99987813
 Z at T = 200: full 0.234254, exp(W) 0.235129, truncated 0.677378
 lam*W1 = -1.500000, lam^2*W2 = 0.052378
```
